# The Linear-Response Hubbard U and the Subtraction of the Bare Response

## Definitions and conventions

Consider a Kohn-Sham ground state with a gap, a nondegenerate density and a fixed number of electrons. Real orbitals \(\psi_k\) with energies \(\varepsilon_k\) are each filled by two electrons or empty. The state is expanded in orthonormal site orbitals, and \(\psi_{ik}\) is the amplitude of \(\psi_k\) on site \(i\). The site occupation, summed over spin, is

\[
n_i=2\sum_{k\,\rm occ}\psi_{ik}^2 .
\]

The set \(A\) holds the localized orbitals that are to receive a Hubbard correction, here Hf d orbitals. The set \(B\) holds all other orbitals. An energy \(\alpha_I\) is added to every electron on site \(I\) of \(A\). Two responses are defined at \(\alpha=0\):

\[
\chi_{IJ}=\frac{dn_I}{d\alpha_J},\qquad
\chi^0_{IJ}=\left.\frac{dn_I}{d\alpha_J}\right|_{\text{Hxc potential frozen}} .
\]

"Hxc" means Hartree plus exchange-correlation. In \(\chi\) this potential follows the density; in \(\chi^0\) it does not. Raising a site energy expels electrons, so the diagonal elements are negative. If both matrices are invertible on \(A\), the linear-response interaction is

\[
\boxed{\,U=(\chi^0)^{-1}-\chi^{-1}\,}
\]

This is a matrix. Its diagonal element is the Hubbard \(U\), its off-diagonal element an intersite interaction \(V\). The inverses are taken of the matrices on \(A\), not of single elements.

The matrix \(\chi^0\) is the response of independent electrons with their kinetic energy, hybridization and frozen potential.

## Energy curvature from a response

Let \(E\) be the energy without the added site energies, and define

\[
F(\alpha)=\min\Big\{E+\sum_I\alpha_I n_I\Big\}.
\]

At the minimum, a change of the state alters the bracket only at second order. The first derivative therefore comes from the explicit \(\alpha_I\) alone: \(\partial F/\partial\alpha_I=n_I\). The energy at prescribed occupations is \(E(n)=F-\sum_I\alpha_I n_I\), and its differential is

\[
dE=\sum_I n_I\,d\alpha_I-\sum_I\alpha_I\,dn_I-\sum_I n_I\,d\alpha_I
=-\sum_I\alpha_I\,dn_I .
\]

Hence

\[
\frac{\partial E}{\partial n_I}=-\alpha_I,\qquad
\frac{\partial^2E}{\partial n_I\partial n_J}
=-\frac{\partial\alpha_I}{\partial n_J}=-(\chi^{-1})_{IJ}.
\]

Now replace the interacting problem by independent electrons in the frozen Kohn-Sham potential. At \(\alpha=0\) they have the same orbitals and density. The same argument gives their energy curvature, \(-(\chi^0)^{-1}\).

This second curvature is not zero. For independent electrons \(F\) is a minimum over functions linear in \(\alpha\), so it is concave, and its second derivative \(\chi^0\) has no positive eigenvalue. When \(\chi^0\) is invertible, \(-(\chi^0)^{-1}\) is positive definite. Forcing charge onto a site costs energy even if electrons do not interact, because the orbitals must leave their optimal hybridization.

If \(-\chi^{-1}\) were called the interaction, noninteracting electrons would be assigned a positive \(U\). Removing the curvature they would have in the frozen potential leaves

\[
-\chi^{-1}-\big[-(\chi^0)^{-1}\big]=(\chi^0)^{-1}-\chi^{-1}=U,
\]

which vanishes when the Hxc potential does not respond, since then \(\chi=\chi^0\). The two curvatures belong to two separate minimizations. If \(B\) relaxes differently in them, \(U\) is not the total energy minus the kinetic energy of one and the same state.

## The bare response and a two-site case

Let a perturbation \(\delta\alpha_j\) act on site \(j\). First-order perturbation theory gives

\[
\delta\psi_{ik}=\sum_{a\ne k}\psi_{ia}
\frac{\psi_{ja}\psi_{jk}}{\varepsilon_k-\varepsilon_a}\,\delta\alpha_j .
\]

Insert this in \(\delta n_i=4\sum_k\psi_{ik}\delta\psi_{ik}\). Occupied states of equal energy can be chosen so that the perturbation does not couple them; they then give no term. The other terms with both states occupied cancel in pairs, because exchanging \(k\) and \(a\) reverses the denominator. What remains is

\[
\chi^0_{ij}=4\sum_{k\,\rm occ}\sum_{a\,\rm empty}
\frac{\psi_{ik}\psi_{ia}\psi_{jk}\psi_{ja}}{\varepsilon_k-\varepsilon_a}.
\]

Take two sites with level difference \(\Delta\), hopping \(t\) and two electrons. The level splitting is \(D=\sqrt{\Delta^2+4t^2}\). With orbitals \((\cos\theta,\sin\theta)\) and \((-\sin\theta,\cos\theta)\), one has \(|\sin2\theta|=2|t|/D\), so the product of their amplitudes on site 1 has magnitude \(|t|/D\). Thus

\[
\chi^0_{11}=-\frac{4t^2}{D^3},\qquad
-\frac1{\chi^0_{11}}=\frac{D^3}{4t^2}.
\]

For \(\Delta=0\) the bare curvature is \(2|t|\), proportional to the hopping. For fixed \(\Delta\neq0\) and \(t\to0\) it grows as \(|\Delta|^3/(4t^2)\). Neither behaviour involves an interaction.

Add the energy \(\tfrac12\sum_{ij}\delta n_iK_{ij}\delta n_j\). With \(\delta n=(x,-x)\) it equals \(\tfrac12(K_{11}+K_{22}-2K_{12})x^2\). In this model two electrons share one real orbital, so \(x\) fixes the state up to a sign of the amplitudes, and the curvatures simply add. Taking site 1 as \(A\), the subtraction gives

\[
U=K_{11}+K_{22}-2K_{12}.
\]

The hopping has dropped out. The result is nevertheless not \(K_{11}\), because the electron placed on site 1 was taken from site 2.

## What the subtraction returns in general

Let \(K\) be the symmetric Hxc kernel, the derivative of the Hxc site potential with respect to the occupations. Electrons feel the applied energy plus the induced potential, so \(\delta n=\chi^0(\delta\alpha+K\delta n)\). In the space of all sites this means

\[
\chi=\chi^0+\chi^0K\chi .
\]

If the matrices could be inverted there, multiplication by \((\chi^0)^{-1}\) from the left and \(\chi^{-1}\) from the right would give \((\chi^0)^{-1}-\chi^{-1}=K\). With all sites included and the electron number fixed, a uniform \(\alpha\) does nothing and both matrices are singular. The relation then holds for neutral charge changes, provided the uniform shift is the only null vector.

For a smaller set \(A\), write \(q=\delta n_A\), and let \(a\) and \(b\) be the total potential changes on \(A\) and \(B\). The bare response reads

\[
q=\chi^0_{AA}a+\chi^0_{AB}b,\qquad
\delta n_B=\chi^0_{BA}a+\chi^0_{BB}b .
\]

Solve the first equation, \(a=(\chi^0_{AA})^{-1}(q-\chi^0_{AB}b)\), and insert it in the second:

\[
\delta n_B=Lq+Pb,\quad
L=\chi^0_{BA}(\chi^0_{AA})^{-1},\quad
P=\chi^0_{BB}-L\chi^0_{AB}.
\]

Here \(Lq\) is the charge that \(B\) supplies when \(A\) is changed, and \(P\) is the response of \(B\) at fixed occupations of \(A\). Define \(T=\binom{1}{L}\) and \(y=Pb\), so that \(\delta n=Tq+\binom0y\). No external potential acts on \(B\), hence \(b=K_{B\cdot}\delta n\), where the dot runs over all sites. Therefore

\[
y=P(K_{B\cdot}Tq+K_{BB}y)
\;\Rightarrow\;
y=(1-PK_{BB})^{-1}PK_{B\cdot}Tq .
\]

On \(A\), \(a=\alpha+K_{A\cdot}\delta n\). Since \(\chi^0\) is symmetric, \((\chi^0_{AA})^{-1}\chi^0_{AB}=L^T\), and

\[
\alpha=(\chi^0_{AA})^{-1}q-L^TK_{B\cdot}\delta n-K_{A\cdot}\delta n
=(\chi^0_{AA})^{-1}q-T^TK\,\delta n .
\]

But \(\alpha=\chi_{AA}^{-1}q\) by definition. Comparing the two expressions for every \(q\),

\[
U=T^T\left[K+K_{\cdot B}(1-PK_{BB})^{-1}PK_{B\cdot}\right]T .
\]

So \(U\) is the interaction of a localized charge together with the charge supplied by \(B\), screened by the remaining freedom of \(B\). The bare one-electron curvature is gone, but the orbitals still matter through \(L\) and \(P\).

Two consequences follow.

- At fixed electron number each column of \(\chi^0\) sums to zero, so each column of \(L\) sums to \(-1\). All charge changes are neutral, and adding a constant to every element of \(K\) leaves \(U\) unchanged.
- The block \(K_{AA}\) enters only through the first term, where \(T\) is the unit matrix on \(A\). At fixed \(\chi^0\), raising all on-site kernels of \(A\) by 1 eV raises \(U\) by 1 eV.

## Extraction in a calculation

1. Converge the unperturbed ground state.
2. Add \(\pm\alpha\) to one site of \(A\). Diagonalize once with the old Hxc potential; the central difference of occupations gives a column of \(\chi^0\).
3. Continue to self-consistency with the same \(\pm\alpha\); the central difference gives a column of \(\chi\).
4. Repeat for all sites of \(A\), invert both matrices, and subtract.

The occupations used for \(U\) and for the later correction must be defined by the same projectors.

## Worked example: an oxygen vacancy

The model has the geometry of cubic HfO\(_2\) with lattice constant 0.51 nm: four Hf sites around a neutral vacancy and their 22 oxygen neighbours. Each site has one effective orbital, and there are 46 electrons. Levels are 5.0 eV (Hf) and 0 eV (O). Hoppings are 0.7 eV for nearest Hf-O pairs and \(-1.0\) eV between Hf sites. These form the Kohn-Sham matrix at the reference density. The on-site kernels are 10 eV (Hf) and 14 eV (O); between sites \(K\) is \(e^2/(4\pi\epsilon_0 r)\). All material parameters are rough inputs.

**The levels.** The uniform Hf combination has energy \(5-3=2\) eV; the three others have \(5+1=6\) eV. Each Hf has seven oxygen neighbours and shares one with each other Hf. The squared coupling to oxygen is thus \((7+3)(0.7)^2=4.90\) eV\(^2\) for the uniform combination and \((7-1)(0.7)^2=2.94\) eV\(^2\) for the others. The vacancy level is the upper uniform state,

\[
1+\sqrt{1+4.90}=3.429\ \text{eV},
\]

measured from the top oxygen level. It is filled. The lowest empty level lies 3.026 eV higher.

**The subtraction.** With \(\alpha=0.003\) eV, the responses are, in eV\(^{-1}\):

- bare: \(-0.20957\) on the same Hf, \(0.06095\) on another Hf;
- self-consistent: \(-0.08423\) and \(0.01993\).

Inverting the \(4\times4\) matrices gives diagonal curvatures of 12.128 eV (bare) and 17.430 eV (full), hence

\[
U=17.430-12.128=5.302\ \text{eV}=0.1948\ \text{hartree}.
\]

The off-diagonal elements give \(V=7.830-8.431\approx-0.60\) eV. The formula with \(L\), \(P\) and \(K\), evaluated from the sum over states, also gives \(U=5.302\) eV; the largest difference between the two \(U\) matrices is \(8\times10^{-7}\) eV.

The direct Hf kernels are 10 eV on site and 3.99 eV between sites. By the partition formula, the terms containing oxygen charge therefore contribute \(-4.70\) eV to \(U\) and \(-4.59\) eV to \(V\). This is why \(V\) can be negative although the direct kernel is positive.

**Two kinds of charge transfer.** A matrix with equal diagonal elements \(d\) and equal off-diagonal elements \(o\) has eigenvalue \(d+3o\) for a uniform change and \(d-o\) for transfer among the Hf sites:

- uniform: bare 37.42 eV, full 40.92 eV, difference 3.50 eV;
- Hf to Hf: bare 3.70 eV, full 9.60 eV, difference 5.90 eV.

The large uniform value follows from the two-level formula. Both uniform states that contain Hf are filled and cannot respond to a uniform perturbation. The three other combinations each form a filled and an empty state, with \(D=\sqrt{6^2+4(2.94)}=6.911\) eV. Their summed response is shared by four sites, so

\[
\chi^0_{\rm uniform}=-\frac34\,\frac{4(2.94)}{D^3}=-0.0267\ \text{eV}^{-1},
\]

whose negative inverse is 37.4 eV. It measures the difficulty of drawing charge from oxygen, not a repulsion.

This mode also shows where the method becomes delicate. For a nearly filled or nearly empty shell, \(U\) is a small difference of large inverses. A relative error of 1% in the full uniform response alone changes 40.9 eV by about 0.4 eV, which is 12% of the remaining 3.5 eV.

**Changing the hybridization.** Halve the Hf-O hopping, with site levels, Hf-Hf hopping and kernel held fixed. The full diagonal curvature rises from 17.4 to 35.8 eV, while \(U\) changes from 5.30 to 5.34 eV. In the uniform mode, \(D\) becomes \(\sqrt{36+4(0.735)}=6.240\) eV and the bare curvature \(D^3/(3\times0.735)=110\) eV. One quarter of its increase, about 18 eV, enters the diagonal element and accounts for nearly all of the rise. The near constancy of \(U\) is a result for this cluster; the general formula does not guarantee it.

## Effect on the defect level

For one orbital per site, take the Hubbard correction

\[
E_U=\frac U2\sum_{I\sigma}n_{I\sigma}(1-n_{I\sigma}),\qquad
V_{I\sigma}=\frac{\partial E_U}{\partial n_{I\sigma}}
=U\left(\tfrac12-n_{I\sigma}\right).
\]

Its second derivative is \(-U\) when one spin occupation changes. If both spins change together, \(n_{I\sigma}=n_I/2\), the site energy is \(U(n_I/2)(1-n_I/2)\), and the curvature in \(n_I\) is \(-U/2\). Since \(\alpha_I\) acts on both spins, this is the direction in which \(U\) was measured, and there the correction offsets only half of the on-site interaction curvature. It also omits \(V\).

Here each Hf has 0.2994 electrons per spin, and the vacancy level has Hf weight 0.7058. At frozen density its first-order shift is

\[
5.302\,(0.5-0.2994)\,(0.7058)=0.75\ \text{eV}.
\]

Using the unsubtracted 17.43 eV in the same expression would give 2.47 eV. More than two thirds of that shift would be hybridization energy counted as interaction.

With \(U=5.302\) eV and a self-consistent density, the level lies 4.18 eV above the top oxygen level instead of 3.43 eV. Its distance to the lowest empty level grows less, from 3.03 to 3.23 eV, and the Hf occupation per spin falls to 0.288.

## Relation to real gate oxides

The model's separation of 6.5 eV between top oxygen and lowest empty levels is near the rough 6 eV gap of HfO\(_2\). Hubbard parameters of a few eV are usual for d shells, so 5.3 eV is a plausible size, but not a prediction for Hf: the assumed 10 eV kernel carries its uncertainty into \(U\) one for one. Real Hf has five 5d orbitals and spin-orbit coupling, and gate films are often not cubic; these effects are not sized here. Placing a dielectric of constant 4.5 outside a sphere of radius 0.569 nm lowers \(U\) to 5.05 eV, by about 5%. Lowering by 1 eV the levels of the 16 outer oxygen sites, all but the six nearest the vacancy, leaves it almost unchanged at 5.299 eV.

An external field of 3 MV/cm along a cube axis, applied to the isolated cluster, spreads the site values of \(U\) from 5.26 to 5.34 eV; the spread depends on the field direction. If 3 MV/cm is instead the mean field in the oxide, the field in an empty cavity like the sphere above is larger by the factor \(3\epsilon/(2\epsilon+1)\), which is 1.35 for the electronic constant 4.5 and 1.46 for a static constant of 20, the one that applies to a steady gate field. The vacancy level moves by only 0.0001 eV relative to the applied potential at the vacancy centre: the cluster maps onto itself under a quarter turn combined with reversal of the field axis, so the shift has no linear term. Relative to the gate, the level still follows the local electrostatic potential. At 398 K the factor \(\exp(-\text{gap}/2k_BT)\) is about \(10^{-19}\), so the use of filled and empty levels is safe in this model. Replacing \(U\) by \(U-J\) with a rough \(J=0.4\) eV would reduce the frozen-density level shift by 0.06 eV.

For a charging level, the response to the changed charge matters more than the field and exchange effects above. Inside the cluster, the kernel \(K\) already makes the energy to remove an electron differ from the Kohn-Sham level; this term is not sized here. The surroundings respond as well. Electronic polarization outside the same sphere lowers the energy of the cluster after loss of one electron by about \(\tfrac12(1-1/4.5)(2.53\ \text{eV})=0.98\) eV, where 2.53 eV is \(e^2/(4\pi\epsilon_0 r)\) at \(r=0.569\) nm. The ions, held fixed in the model, also move. With static constant 20 and the nearest Hf distance as radius, a Born estimate of the ionic relaxation after loss of one electron is

\[
\frac12\left(\frac1{4.5}-\frac1{20}\right)(6.521\ \text{eV})=0.56\ \text{eV}.
\]

For this radius the result is comparable with the whole +U shift; it is inversely proportional to the radius chosen, so it is only a rough size. The relaxation lowers the energy of the charged state and so belongs to the difference of total energies between charge states, not to the electronic \(U\). A shifted Kohn-Sham level is therefore not yet a thermodynamic charging level. The remaining inputs and values are in the numerical output.

## Computed values

```
lattice constant (rough input): 0.51 nm
Hf sites, O sites, electrons: 4, 22, 46
Hf level, O level (inputs): 5.0, 0.0 eV
hopping Hf-O, Hf-Hf (inputs): 0.7, -1.0 eV
on-site kernel Hf, O (inputs): 10.0, 14.0 eV
nearest Hf-O distance: 0.2208 nm
kernel nearest Hf-O, Hf-Hf: 6.521, 3.993 eV
vacancy level above top O level: 3.429 eV
vacancy level to lowest empty level: 3.026 eV
Hf weight of vacancy level: 0.7058
Hf occupation per spin: 0.2994
site-energy step alpha: 0.003 eV
chi0 same Hf, other Hf: -0.20957, 0.06095 1/eV
chi same Hf, other Hf: -0.08423, 0.01993 1/eV
bare curvature -inv(chi0), same Hf: 12.128 eV
bare curvature -inv(chi0), other Hf: 8.431 eV
full curvature -inv(chi), same Hf: 17.430 eV
full curvature -inv(chi), other Hf: 7.830 eV
U by subtraction: 5.302 eV = 0.1948 hartree
U by partition formula: 5.302 eV
intersite V by subtraction: -0.602 eV
largest mismatch of U matrices: 7.9e-07 eV
O charge following one Hf electron: -1.0000
half Hf-O hopping, full curvature: 35.816 eV
half Hf-O hopping, U: 5.339 eV
+U level shift, frozen density: 0.751 eV
same shift if nothing were subtracted: 2.468 eV
+U self-consistent level above top O level: 4.185 eV
+U self-consistent level to empty level: 3.233 eV
+U self-consistent Hf occupation per spin: 0.2878
dielectric constants electronic, static (rough inputs): 4.5, 20.0
cavity radius: 0.569 nm
U with outside electronic polarization: 5.048 eV
U with outer O levels lowered by 1 eV: 5.299 eV
U with Hf on-site kernel raised by 1 eV: 6.302 eV
gate field (input): 3.0 MV/cm
U in gate field, smallest and largest: 5.2644, 5.3393 eV
vacancy level change in gate field: 0.0001 eV
temperature, kT: 398 K, 0.0343 eV
thermal factor exp(-gap/2kT): 6.9e-20
exchange J (rough input): 0.4 eV
level shift lost if U-J replaces U: 0.057 eV
ionic relaxation after losing one electron (Born): 0.561 eV
```
